# Landé's spin-orbit doublet formula and the inner charge of sodium: a program that tests the result

```python
"""
Result under test (Hartree atomic units): the spin-orbit doublet splitting
    dE = alpha^2 Zi^2 z^2 / (2 nu^3 l (l+1))
of a valence electron that sees charge Zi inside the core and z outside.
nu: effective quantum number, E = -z^2/(2 nu^2); l: orbital quantum number.
alpha: fine-structure constant; a: screening length; rc: radius of a kink.
Radial states are found on a grid x = sqrt(r), with u(r) = sqrt(2x) phi(x).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags
from scipy.sparse.linalg import eigsh
from scipy.special import jv

alpha = const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
hartree_cm = const.physical_constants[
    "hartree-inverse meter relationship"][0] / 100

step = 0.006
x = step * np.arange(1, int(28 / step) + 1)
r = x**2


def grid_operator(V, l):
    """Diagonal and off-diagonal of the radial operator; weight is 4 x^2."""
    barrier = (2*l + 0.5) * (2*l + 1.5) / (2 * x**2)
    diagonal = 1 / step**2 + barrier + 4 * x**2 * V
    return diagonal, np.full(len(x) - 1, -0.5 / step**2)


def states_near(V, l, energy, count=7):
    """Energies, probabilities per grid point and phi, sorted by energy."""
    d, e = grid_operator(V, l)
    A = diags([e, d, e], [-1, 0, 1], format="csc")
    M = diags([4 * x**2], [0], format="csc")
    E, vec = eigsh(A, k=count, M=M, sigma=energy, v0=np.ones(len(x)))
    order = np.argsort(E)
    E, vec = E[order], vec[:, order]
    prob = vec**2 * (4 * x**2)[:, None]
    return E, prob / prob.sum(axis=0), vec


def rydberg_state(V, l, z, nu_target=12.1):
    """One high state with nu and d(nu)/dn taken from neighbouring levels."""
    target = -z**2 / (2 * nu_target**2)
    E, prob, vec = states_near(V, l, target)
    i = int(np.argmin(abs(E - target)))
    assert 0 < i < len(E) - 1 and E[i + 1] < 0
    nu = z / np.sqrt(-2 * E[i-1:i+2])
    return E[i], nu[1], (nu[2] - nu[0]) / 2, prob[:, i], vec[:, i]


def screened(Zi, z, a):
    """Gradual core: potential and its radial derivative."""
    s = (Zi - z) * np.exp(-r / a)
    return -(z + s) / r, (z + s) / r**2 + s / (a * r)


def lande(Zi, z, nu, l):
    return alpha**2 * Zi**2 * z**2 / (2 * nu**3 * l * (l + 1))


# Angular factor, by diagonalizing L.S
for l in (1, 2, 3):
    m = np.arange(l, -l - 1, -1)
    Lp = np.diag(np.sqrt(l*(l+1) - m[1:] * (m[1:] + 1.0)), 1)
    Sp = np.array([[0.0, 1.0], [0.0, 0.0]])
    LS = np.kron(np.diag(m), np.diag([0.5, -0.5]))
    LS = LS + 0.5 * (np.kron(Lp, Sp.T) + np.kron(Lp.T, Sp))
    ev = np.linalg.eigvalsh(LS)
    assert abs(ev[-1] - ev[0] - (l + 0.5)) < 1e-10


# Pure Coulomb limit against the Dirac levels
def dirac(n, j, Z):
    kap = j + 0.5
    den = n - kap + np.sqrt(kap**2 - (alpha * Z)**2)
    return (1 / np.sqrt(1 + (alpha * Z / den)**2) - 1) / alpha**2


dirac_split = dirac(2, 1.5, 1) - dirac(2, 0.5, 1)
assert abs(dirac_split / lande(1, 1, 2, 1) - 1) < 5e-4

# Zero-energy inner function: integral of f^2/r^3, using y = sqrt(8 Zi r)
bessel_value = {}
for l in (1, 2, 3):
    edges = np.linspace(0, 200, 41)
    total = sum(quad(lambda y: jv(2*l+1, y)**2 / y**3 if y > 0 else 0.0,
                     lo, hi)[0] for lo, hi in zip(edges[:-1], edges[1:]))
    bessel_value[l] = 32 * total
    assert abs(bessel_value[l] * l * (l+0.5) * (l+1) - 1) < 1e-4


# Semiclassical integrals between turning points, for charge Z
def orbit_integral(Z, nu, lam, kind):
    mid = nu**2 / Z
    amp = mid * np.sqrt(1 - (lam / nu)**2)

    def integrand(t):
        rad = mid - amp * np.cos(t)
        k2 = -(Z / nu)**2 + 2 * Z / rad - (lam / rad)**2
        k = np.sqrt(max(k2, 1e-30))
        f = k if kind == "phase" else 1 / (k * rad**3)
        return f * amp * np.sin(t)
    return quad(integrand, 1e-5, np.pi - 1e-5, limit=200)[0]


for nu_test in (3.3, 5.7):
    ph = orbit_integral(2.0, nu_test, 1.5, "phase")
    assert abs(ph - np.pi * (nu_test - 1.5)) < 1e-4
    cube = orbit_integral(2.0, nu_test, 1.5, "cube")
    assert abs(cube * 1.5**3 / (2.0 * np.pi) - 1) < 1e-3

# Grid check on hydrogen
E, nu, dnu, prob, _ = rydberg_state(-1 / r, 1, 1)
hyd_ratio = np.sum(prob / r**3) * nu**3 * 3
assert abs(hyd_ratio - 1) < 2e-3 and abs(dnu - 1) < 2e-3


# Gradual core: computed splitting over the derived one
def gradual_ratio(Zi, z, l, a):
    V, dV = screened(Zi, z, a)
    E, nu, dnu, prob, _ = rydberg_state(V, l, z)
    split = alpha**2 / 2 * (l + 0.5) * np.sum(prob * dV / r)
    plain = split / lande(Zi, z, nu, l)
    return nu, dnu, plain, plain / dnu


print("GRADUAL CORE, Zi = 7.5; ratio = computed / formula")
print("ratio A: plain formula; ratio B: with factor d(nu)/dn")
gradual = {}
for z, l, a in ((1, 1, 0.25), (1, 1, 1.0), (1, 1, 4.0), (1, 1, 16.0),
                (1, 2, 16.0), (2, 1, 8.0)):
    res = gradual_ratio(7.5, z, l, a)
    gradual[z, l, a] = res
    print(f"z={z} l={l} a={a:5.2f} bohr: nu={res[0]:.3f} "
          f"dnu/dn={res[1]:.4f} A={res[2]:.4f} B={res[3]:.4f}")
for key in ((1, 1, 16.0), (1, 2, 16.0), (2, 1, 8.0)):
    assert abs(gradual[key][3] - 1) < 0.03
assert gradual[1, 1, 0.25][3] < 0.7

# Kinked core: intensity ratio against matching of u and u' at rc
Zi_k, z_k, l_k = 2.0, 1.0, 1
lam = l_k + 0.5
radii = np.linspace(14, 26, 13)
measured, predicted, deltas = [], [], []
for rc in radii:
    V = np.where(r < rc, -Zi_k / r + (Zi_k - z_k) / rc, -z_k / r)
    dV = np.where(r < rc, Zi_k, z_k) / r**2
    E, nu, dnu, prob, phi = rydberg_state(V, l_k, z_k)
    density = z_k**2 / nu**3 * dnu
    unit = density * Zi_k**2 / (l_k * (l_k + 0.5) * (l_k + 1))
    measured.append(np.sum(prob * dV / r) / unit)
    spline = CubicSpline(x, np.sqrt(2 * x) * phi)
    xc = np.sqrt(rc)
    log_slope = spline(xc, 1) / (2 * xc) / spline(xc)
    k = np.sqrt(2 * (E + z_k / rc) - (lam / rc)**2)
    k_in = (-Zi_k / rc**2 + lam**2 / rc**3) / k
    k_out = (-z_k / rc**2 + lam**2 / rc**3) / k
    delta = (k_out - k_in) / (2 * k**2)
    cot = (log_slope + k_in / (2 * k)) / k
    predicted.append((1 + cot**2) / (1 + cot**2 + 2*delta*cot + delta**2))
    deltas.append(delta)
measured, predicted = np.array(measured), np.array(predicted)
kink_error = np.max(abs(measured - predicted))
print("KINKED CORE, Zi = 2, z = 1, l = 1; inner/outer intensity ratio")
for i in (0, 3, 6, 9, 12):
    print(f"rc={radii[i]:.1f} bohr: delta={deltas[i]:.4f} "
          f"computed={measured[i]:.4f} matching={predicted[i]:.4f}")
print(f"smallest and largest computed ratio: {measured.min():.4f}, "
      f"{measured.max():.4f}")
print(f"largest difference computed - matching: {kink_error:.4f}")
# Neglected second-order semiclassical terms are about one per cent here.
assert kink_error < 0.015
assert np.ptp(measured) > 0.05
d0 = 0.8
phase_mean = quad(lambda p: 1 / (1 + d0*np.sin(2*p) + (d0*np.sin(p))**2),
                  0, np.pi)[0] / np.pi
assert abs(phase_mean - 1) < 1e-8

# Sodium: rough two-figure measured inputs
split_cm, binding_ev = 17.0, 3.0


def inner_charge(split_in_cm, binding_in_ev):
    nu = 1 / np.sqrt(2 * binding_in_ev / hartree_ev)
    return np.sqrt(split_in_cm / hartree_cm / lande(1, 1, nu, 1))


nu_na = 1 / np.sqrt(2 * binding_ev / hartree_ev)
Zi_na = inner_charge(split_cm, binding_ev)
Zi_low = inner_charge(split_cm - 0.5, binding_ev + 0.05)
Zi_high = inner_charge(split_cm + 0.5, binding_ev - 0.05)
assert Zi_low < 7.5 < Zi_high

# Screened nucleus of charge 11, tuned to the same 3p binding energy
target = -binding_ev / hartree_ev


def second_p_energy(a):
    d, e = grid_operator(screened(11, 1, a)[0], 1)
    w = 2 * x
    levels = eigvalsh_tridiagonal(d / w**2, e / (w[:-1] * w[1:]),
                                  select="i", select_range=(0, 1))
    return levels[1]


a_na = brentq(lambda a: second_p_energy(a) - target, 0.2, 1.5, xtol=1e-7)
V, dV = screened(11, 1, a_na)
E, prob, _ = states_near(V, 1, 1.03 * target, 4)
i = int(np.argmin(abs(E - target)))
assert abs(E[i] - target) < 1e-5
model_split = alpha**2 / 2 * 1.5 * np.sum(prob[:, i] * dV / r)
model_Zi = np.sqrt(model_split / lande(1, 1, nu_na, 1))
assert 1 < model_Zi < 11

print("CHECK VALUES")
print(f"hydrogen 2p splitting, Dirac: {dirac_split:.6e} hartree")
print(f"hydrogen 2p splitting, formula: {lande(1, 1, 2, 1):.6e} hartree")
print(f"inner integral / Zi for l=1: {bessel_value[1]:.6f}")
print(f"hydrogen grid ratio, should be 1: {hyd_ratio:.5f}")
print(f"phase mean of kink ratio at delta={d0}: {phase_mean:.8f}")
print("SODIUM 3p, rough measured inputs")
print(f"fine-structure constant squared: {alpha**2:.6e}")
print(f"splitting: {split_cm:.0f} cm^-1 = "
      f"{split_cm / hartree_cm:.4e} hartree")
print(f"binding energy: {binding_ev:.1f} eV = {-target:.5f} hartree")
print(f"effective quantum number nu: {nu_na:.4f}; nu^3: {nu_na**3:.4f}")
print(f"formula splitting for Zi = 1: {lande(1, 1, nu_na, 1):.4e} hartree")
print(f"Zi squared: {Zi_na**2:.2f}; Zi: {Zi_na:.3f}")
print(f"Zi range from input rounding: {Zi_low:.2f} to {Zi_high:.2f}")
print("SCREENED MODEL, nuclear charge 11, same binding energy")
print(f"screening length: {a_na:.4f} bohr")
print(f"model splitting: {model_split * hartree_cm:.2f} cm^-1")
print(f"effective Zi of the model: {model_Zi:.3f}")
print("PASS")
```

Printed output:

```
GRADUAL CORE, Zi = 7.5; ratio = computed / formula
ratio A: plain formula; ratio B: with factor d(nu)/dn
z=1 l=1 a= 0.25 bohr: nu=11.960 dnu/dn=1.0000 A=0.0955 B=0.0955
z=1 l=1 a= 1.00 bohr: nu=11.746 dnu/dn=1.0003 A=0.9744 B=0.9741
z=1 l=1 a= 4.00 bohr: nu=11.971 dnu/dn=1.0019 A=0.9952 B=0.9933
z=1 l=1 a=16.00 bohr: nu=11.630 dnu/dn=1.0167 A=1.0156 B=0.9989
z=1 l=2 a=16.00 bohr: nu=11.771 dnu/dn=1.0179 A=1.0135 B=0.9957
z=2 l=1 a= 8.00 bohr: nu=11.743 dnu/dn=1.0092 A=1.0070 B=0.9978
KINKED CORE, Zi = 2, z = 1, l = 1; inner/outer intensity ratio
rc=14.0 bohr: delta=0.0580 computed=0.9537 matching=0.9594
rc=17.0 bohr: delta=0.0524 computed=1.0209 matching=1.0159
rc=20.0 bohr: delta=0.0485 computed=1.0080 matching=1.0166
rc=23.0 bohr: delta=0.0455 computed=0.9606 matching=0.9576
rc=26.0 bohr: delta=0.0433 computed=1.0349 matching=1.0333
smallest and largest computed ratio: 0.9486, 1.0468
largest difference computed - matching: 0.0086
CHECK VALUES
hydrogen 2p splitting, Dirac: 1.664162e-06 hartree
hydrogen 2p splitting, formula: 1.664105e-06 hartree
inner integral / Zi for l=1: 0.333333
hydrogen grid ratio, should be 1: 1.00000
phase mean of kink ratio at delta=0.8: 1.00000000
SODIUM 3p, rough measured inputs
fine-structure constant squared: 5.325135e-05
splitting: 17 cm^-1 = 7.7458e-05 hartree
binding energy: 3.0 eV = 0.11025 hartree
effective quantum number nu: 2.1296; nu^3: 9.6583
formula splitting for Zi = 1: 1.3784e-06 hartree
Zi squared: 56.19; Zi: 7.496
Zi range from input rounding: 7.29 to 7.70
SCREENED MODEL, nuclear charge 11, same binding energy
screening length: 0.4075 bohr
model splitting: 23.77 cm^-1
effective Zi of the model: 8.864
PASS
```
